# Square-root absorption edge averaged over Gaussian thermal gap fluctuations

**The model.** A direct-gap absorber has local gap \(G\). At photon energy \(E\) its absorption coefficient is \(A\sqrt{E-G}\) for \(E>G\) and zero for \(E<G\), with constant \(A\). One harmonic lattice mode of quantum \(\hbar\Omega\), in equilibrium at temperature \(T\), shifts the gap linearly:

\[
G=E_0+g\,(b+b^\dagger).
\]

Here \(b\) is the lowering operator of the mode, \(g\) is a real coupling energy and \(k\) is Boltzmann's constant. The lattice is taken as frozen during absorption, the gap as uniform over the wavelength of the carriers, and electron–hole attraction is left out. The depth below the mean gap is \(\Delta=E_0-E\).

## (a) Find the probability distribution of the gap.

**Answer.** Let \(X=b+b^\dagger\). Its distribution follows from the characteristic function \(\langle e^{i\lambda X}\rangle\). Since \([b,b^\dagger]=1\) commutes with both operators,

\[
e^{i\lambda(b+b^\dagger)}=e^{-\lambda^2/2}\,e^{i\lambda b^\dagger}e^{i\lambda b}.
\]

The thermal state is diagonal in the phonon number, so only terms with equal powers of \(b^\dagger\) and \(b\) survive. With \(r=e^{-\hbar\Omega/kT}\) and \(\bar n=r/(1-r)\),

\[
\langle b^{\dagger j}b^j\rangle=(1-r)\sum_{n\ge j}r^n\frac{n!}{(n-j)!}
=(1-r)\,j!\,\frac{r^j}{(1-r)^{j+1}}=j!\,\bar n^j .
\]

Hence

\[
\langle e^{i\lambda X}\rangle=e^{-\lambda^2/2}\sum_j\frac{(-\lambda^2)^j}{(j!)^2}\,j!\,\bar n^j
=e^{-\lambda^2(2\bar n+1)/2}.
\]

This is the characteristic function of a Gaussian of variance \(2\bar n+1=\coth(\hbar\Omega/2kT)\). The gap density is therefore

\[
P(G)=\frac{e^{-(G-E_0)^2/2\sigma^2}}{\sigma\sqrt{2\pi}},\qquad
\sigma^2=g^2\coth\frac{\hbar\Omega}{2kT}.
\]

It is Gaussian at every temperature. For \(kT\gg\hbar\Omega\), \(\sigma^2\to2g^2kT/\hbar\Omega\).

## (b) Reduce the averaged absorption to one dimensionless integral, and examine it at and above the mean gap.

**Answer.** Only gaps below \(E\) absorb:

\[
\alpha(E)=A\int_{-\infty}^{E}\sqrt{E-G}\,P(G)\,dG.
\]

Set \(x=\Delta/\sigma\) and \(G=E-\sigma s\). Then \(G-E_0=-\sigma(x+s)\), and reversing the limits absorbs the sign of \(dG=-\sigma\,ds\). One factor \(\sqrt\sigma\) comes from the root, while the \(\sigma\) in \(dG\) cancels that in \(P\). Expanding \((x+s)^2\) gives

\[
\alpha=A\sqrt\sigma\,F(x),\quad
F(x)=\frac{e^{-x^2/2}}{\sqrt{2\pi}}I(x),\quad
I(x)=\int_0^\infty\!\sqrt s\,e^{-xs-s^2/2}\,ds.
\]

At the mean gap, \(u=s^2/2\) gives \(I(0)=2^{-1/4}\Gamma(3/4)\), so \(F(0)\approx0.411\): absorption is already present there. Far above the mean gap, \(E-E_0\gg\sigma\), the root varies little across the distribution and \(\alpha\to A\sqrt{E-E_0}\).

## (c) Find the deep subgap tail, with a bound on its error. In what sense is it Gaussian?

**Answer.** For large \(x\) the factor \(e^{-xs}\) confines the integral to small \(s\). For \(u\ge0\), \(1-u\le e^{-u}\le1\). With \(u=s^2/2\) this bounds \(I\) through

\[
\int_0^\infty s^{1/2}e^{-xs}ds=\frac{\Gamma(3/2)}{x^{3/2}},\qquad
\int_0^\infty s^{5/2}e^{-xs}ds=\frac{\Gamma(7/2)}{x^{7/2}}
=\frac{15}{4}\,\frac{\Gamma(3/2)}{x^{7/2}}.
\]

Half of the second integral is subtracted in the lower bound. Since \(\Gamma(3/2)/\sqrt{2\pi}=1/(2\sqrt2)\), for every \(x>0\)

\[
1-\frac{15}{8x^2}\;\le\;\frac{F(x)}{F_\infty(x)}\;\le\;1,\qquad
F_\infty(x)=\frac{e^{-x^2/2}}{2\sqrt2\,x^{3/2}} .
\]

Therefore, for \(\Delta\gg\sigma\),

\[
\alpha(E)\simeq\frac{A\,\sigma^2}{2\sqrt2\,\Delta^{3/2}}\,e^{-\Delta^2/2\sigma^2},
\]

where \(\sqrt\sigma\,x^{-3/2}=\sigma^2\Delta^{-3/2}\) was used. The logarithm is

\[
\ln F=-\frac{x^2}{2}-\frac32\ln x-\ln(2\sqrt2)+O(x^{-2}).
\]

The tail is Gaussian to leading order in its logarithm. The absorption itself is a Gaussian times a power of depth. The power arises because most of the absorption comes from gaps within about \(3\sigma/x\) below \(E\), and the root is small there. Physically the formula needs \(\sigma\ll\Delta\ll E_0\). The first condition gives the asymptotic form; the second keeps the photon energy near the mean gap, where a constant \(A\) and a linear gap shift are reasonable assumptions.

## (d) An Urbach tail has constant slope energy \(E_U=(d\ln\alpha/dE)^{-1}\). Can this edge have one over any finite interval?

**Answer.** Let \(w(s)=\sqrt s\,e^{-xs-s^2/2}\), let \(\langle\cdot\rangle\) be the average with weight \(w\), and let \(m=\langle s\rangle\). Since \(dI/dx=-\int s\,w\,ds\),

\[
L\equiv-\frac{d\ln F}{dx}=x+m,\qquad E_U=\frac{\sigma}{L},
\]

the second relation because \(dx/dE=-1/\sigma\). Differentiating the average gives \(dm/dx=-(\langle s^2\rangle-m^2)\), so

\[
\frac{dL}{dx}=1-\mathrm{Var}(s).
\]

The variance follows from two total derivatives. Both \(w\) and \(sw\) vanish at \(s=0\) and at infinity, and

\[
w'=w\left(\frac1{2s}-x-s\right),\qquad (sw)'=w\left(\frac32-xs-s^2\right).
\]

Integration gives

\[
\left\langle\frac1{2s}\right\rangle=x+m,\qquad \langle s^2\rangle=\frac32-xm .
\]

The second identity turns the slope equation into

\[
\frac{dL}{dx}=1-\left(\frac32-xm-m^2\right)=m(x+m)-\frac12 .
\]

Because \(1/s\) is strictly convex, Jensen's inequality gives \(\langle1/s\rangle>1/m\). The first identity then says \(x+m>1/(2m)\), so \(dL/dx>0\). Also \(\mathrm{Var}(s)>0\), so

\[
0<\frac{dL}{dx}<1\quad\text{for every real }x.
\]

Thus \(\ln\alpha\) is strictly concave in \(E\), and no finite interval is exponential. For \(x>0\), the second identity gives \(0<m<3/(2x)\), hence

\[
\frac{\sigma^2}{\Delta+3\sigma^2/(2\Delta)}<E_U<\frac{\sigma^2}{\Delta}.
\]

The slope energy falls with depth and approaches \(\sigma^2/\Delta\). At fixed \(\Delta\gg\sigma\), with \(E_0\), \(g\) and \(\Omega\) held fixed and \(kT\gg\hbar\Omega\), it is proportional to \(T\) to leading order. A slope energy linear in temperature is therefore not by itself evidence for an exponential tail.

## (e) Replace the Gaussian by \(P(G)=e^{-|G-E_0|/\gamma}/(2\gamma)\), with a constant energy \(\gamma\). What changes?

**Answer.** For \(E<E_0\), put \(v=E-G\). Every contributing gap has \(|G-E_0|=\Delta+v\), so

\[
\alpha=\frac{A\,e^{-\Delta/\gamma}}{2\gamma}\int_0^\infty\sqrt v\,e^{-v/\gamma}dv
=\frac{A\,e^{-\Delta/\gamma}}{2\gamma}\,\Gamma(3/2)\,\gamma^{3/2}
=\frac{\sqrt\pi}{4}A\sqrt\gamma\,e^{-\Delta/\gamma}.
\]

Now \(E_U=\gamma\) at every depth below \(E_0\). The root edge is the same in both cases; the gap distribution makes the difference.

## (f) Evaluate the edge for \(E_0=1.60\) eV, \(T=300\) K, \(\hbar\Omega=5\) meV, \(g=8\) meV and \(A=5\times10^4\ \mathrm{cm^{-1}\,eV^{-1/2}}\). Would a short measured window reveal the curvature?

**Answer.** With \(kT=25.85\) meV, the high-temperature formula gives

\[
\sigma\approx8\sqrt{2(25.85)/5}\ \text{meV}=25.7\ \text{meV};
\]

the full hyperbolic cotangent gives 25.8 meV. Then \(A\sqrt\sigma=5\times10^4\sqrt{0.02577}\approx8.03\times10^3\ \mathrm{cm^{-1}}\). At \(x=3\) the leading tail is

\[
8.03\times10^3\,\frac{e^{-4.5}}{2\sqrt2\,(3^{3/2})}\approx6.07\ \mathrm{cm^{-1}}.
\]

The full integral is 0.849 of this, or \(5.15\ \mathrm{cm^{-1}}\).

| \(x\) | \(\Delta\) (meV) | \(\alpha\) (cm⁻¹) | \(E_U\) (meV) | \(\sigma^2/\Delta\) (meV) |
|---|---|---|---|---|
| 1 | 26 | 836 | 14.9 | 25.8 |
| 2 | 52 | 100 | 10.2 | 12.9 |
| 3 | 77 | 5.15 | 7.6 | 8.6 |
| 4 | 103 | 0.108 | 5.9 | 6.4 |
| 5 | 129 | 0.00088 | 4.9 | 5.2 |

The slope energy falls threefold across the table. The pure Gaussian exponent is approached slowly: \(-2\ln F/x^2\) is 1.28 at \(x=5\) and 1.01 at \(x=30\). The latter is a mathematical check of the limit, not an accessible depth.

A least-squares line through \(\ln\alpha\) at 21 equally spaced depths from \(x=1\) to \(x=2\) gives a slope energy of 12.2 meV and misses \(\ln\alpha\) by at most 0.065, while \(\alpha\) falls by a factor of 8.3. With an independent error of ten per cent in each value of \(\alpha\), a few points in this window would not reveal the curvature; about a hundred equally spaced points would be needed to show it at three standard errors. Extrapolated to \(x=5\), the line is too high by a factor of about 210. The direction of the error follows from (d): a line fitted to a strictly concave curve crosses it twice within the window and lies above it outside.

## (g) How far do the omitted effects change these numbers, and what do they say about a real absorber?

**Answer.** *Phonon quantization.* After absorption the mode has the Hamiltonian \(\hbar\Omega b^\dagger b+g(b+b^\dagger)\), apart from constants. With \(S=(g/\hbar\Omega)^2=2.56\), completing the square gives

\[
\hbar\Omega\,(b^\dagger+\sqrt S)(b+\sqrt S)-S\hbar\Omega .
\]

The final oscillator is displaced and lowered by \(S\hbar\Omega\). If \(W_p\) is the thermal probability of a net gain of \(p\) phonons, given by the overlaps of the two sets of oscillator states, then

\[
\alpha=A\sum_p W_p\sqrt{E-E_0+S\hbar\Omega-p\hbar\Omega},
\]

summed over positive arguments of the root. Relative to the frozen lattice, this is higher by 1, 2, 5, 2 and 46 per cent at \(x=1,\dots,5\). These five depths do not show the whole difference, because each phonon threshold adds a new square-root onset. Between \(\sigma\) and \(4\sigma\) the quantized result swings from some 10 per cent lower to about 25 per cent higher, and before \(5\sigma\) it reaches about 70 per cent higher. With \(\hbar\Omega=0.5\) meV and the same \(\sigma\) and \(T\), the difference stays within about 1 per cent over this range.

Just above each threshold the slope of the root diverges, so the local slope energy drops to zero there. The limit in (c) and the steady fall of \(E_U\) in (d) thus belong to the frozen lattice. At \(\hbar\Omega=5\) meV the table gives the general course of the edge, not its local slope for a single undamped mode.

*Electron–hole attraction.* An Elliott edge, which contains exciton lines and an enhanced continuum, was averaged over the same gaps with a binding energy \(R=10\) meV. The absorption rises by a factor of 17 at \(x=1\) and 290 at \(x=5\), so the tabulated magnitudes are not predictions for an excitonic material. The leading exponent stays Gaussian. The lowest line absorbs where \(G=E+R\), which gives \(e^{-(\Delta-R)^2/2\sigma^2}\), centred on the exciton energy instead of the gap. The slope energy still falls, from 26.8 meV at \(x=1\) to 5.5 meV at \(x=5\).

*The factor \(1/E\)* in an absorption coefficient, taken as constant here, would add 9 per cent at \(x=5\) relative to its value at \(E_0\).

*Uniform gap.* Confining an electron and a hole of reduced mass \(\mu\) in a hard-walled cube of side \(\ell\) costs \(3\pi^2\hbar^2/(2\mu\ell^2)\). For \(\mu=0.1\) electron masses this equals \(\sigma\) at \(\ell=21\) nm. Such a cost, added to the gap, would already lower the absorption eightfold at \(x=1\). To keep the loss below 10 per cent, the side must exceed about 85 nm at \(x=1\) and 150 nm at \(x=5\), so the gap must be uniform over much more than 21 nm. Thermal dilatation \(\theta\) of a free cube has elastic energy \(\tfrac12B\ell^3\theta^2\), where \(B\) is the bulk modulus, and equipartition gives \(\langle\theta^2\rangle=kT/(B\ell^3)\). With \(B=15\) GPa and a gap shift of 2 eV per unit dilatation, the rms gap fluctuation at \(\ell=21\) nm is 0.35 meV, about 74 times below the assumed \(\sigma\). The shear stiffness of a surrounding solid would lower it further.

*The real case.* The parameters lie in the rough regime of methylammonium lead iodide, a soft perovskite with a gap near 1.6 eV; the single mode and its coupling are simplifications. Its measured room-temperature tail is close to exponential, with a slope energy of very roughly 15 meV. The 14.9 meV found at \(x=1\) reflects the chosen \(g\) and does not confirm the model, whose slope energy then falls. The assumption most in doubt is the uniform gap. If dilatation were the only source of fluctuation, \(\sigma\) would be at most about 0.35 meV and the slope energy at \(x=1\) at most about 0.2 meV; a smaller \(\sigma\) requires a larger uniform region, which fluctuates still less. Polar optical modes are not included in that estimate. Fluctuations of shorter range require the carrier wave equation to be solved in the disordered potential, and the concavity proved in (d) does not carry over to that problem without a new proof.

The numerical output below lists the main values used in (f) and (g); its phonon comparison covers only the five tabulated depths.

## Computed values

```
mean gap E0 = 1.60 eV; T = 300 K
thermal energy kT = 25.85 meV
phonon energy = 5.0 meV; coupling g = 8.0 meV
amplitude A = 5.0e+04 cm^-1 eV^-1/2
gap rms sigma = 25.77 meV
high-T estimate of sigma = 25.73 meV
alpha at E=E0: 3299.3 cm^-1
x | depth meV | alpha cm^-1 | alpha/leading | E_U meV | sigma^2/depth meV
1 | 25.8 | 8.359e+02 | 0.4857 | 14.92 | 25.77
2 | 51.5 | 1.002e+02 | 0.7377 | 10.17 | 12.88
3 | 77.3 | 5.151e+00 | 0.8492 | 7.55 | 8.59
4 | 103.1 | 1.076e-01 | 0.9043 | 5.95 | 6.44
5 | 128.8 | 8.840e-04 | 0.9346 | 4.88 | 5.15
-2 ln F/x^2 at x=5: 1.2817
-2 ln F/x^2 at x=30: 1.0137
fit x=1..2: slope energy = 12.15 meV
fit x=1..2: largest misfit in ln alpha = 0.0646
fit extrapolated to x=5: too large by factor 208.8
exponential-gap control: E_U = 18.22 meV at x=1, 18.22 meV at x=5
Huang-Rhys factor = 2.560
x=1: multiphonon/frozen = 1.009; excitonic/free = 17.19
x=2: multiphonon/frozen = 1.022; excitonic/free = 36.72
x=3: multiphonon/frozen = 1.052; excitonic/free = 75.84
x=4: multiphonon/frozen = 1.023; excitonic/free = 150.30
x=5: multiphonon/frozen = 1.462; excitonic/free = 286.97
largest |ln ratio|, phonon 5.0 meV: 0.3801
largest |ln ratio|, phonon 0.5 meV, same sigma: 0.0029
exciton binding for sizing = 10.0 meV
excitonic E_U at x=1: 26.80 meV
excitonic E_U at x=3: 9.52 meV
excitonic E_U at x=5: 5.55 meV
1/E factor at x=5, relative to E0: 1.088
sizing inputs: reduced mass 0.10 m_e, bulk modulus 15 GPa
sizing input: deformation potential 2.0 eV
cube side where confinement costs sigma = 20.9 nm
gap rms from dilatation of that cube = 0.347 meV
```
